\section*{Linear tetrahedron method at finite temperature: closed-form occupations and corner weights, part 1}

(Sections cited here and not found follow in the second part.)

\section{What dimensions and symmetry allow}

Inside one tetrahedron of a Brillouin-zone mesh a band is replaced by the linear function $\varepsilon=\sum_{i=1}^4\lambda_ie_i$, with corner energies $e_i$ and barycentric coordinates $\lambda_i\ge0$, $\sum\lambda_i=1$. We want the occupied fraction $N=\langle f(\varepsilon)\rangle$ and the corner weights $w_i=\langle\lambda_if(\varepsilon)\rangle$. Here $\langle\cdot\rangle$ is the volume average, $f(\varepsilon)=1/(e^{(\varepsilon-\mu)/T}+1)$, units are Hartree with $k_B=1$, one spin is counted, and the $e_i$ and $\mu$ are held fixed as $T$ varies. The weights integrate any linearly interpolated quantity: $\langle fA\rangle=\sum_iw_iA_i$.

$N$ and $w_i$ are pure numbers, unchanged by a common shift of $e_i$ and $\mu$ and by a common scaling of $e_i$, $\mu$, $T$. They depend only on $x_i=(\mu-e_i)/T$. $N$ is symmetric in the corners, and $f(\varepsilon;\mu)=1-f(-\varepsilon;-\mu)$ gives $N(e,\mu)=1-N(-e,-\mu)$. At $T=0$ and just above the lowest corner the occupied region is a small tetrahedron whose three edges grow as $\mu-e_1$, so the count is $(\mu-e_1)^3$ over three energy differences. If the count is a sum of such one-corner terms, smearing can only replace $(\mu-e_i)^3$ by $T^3$ times one universal function of $x_i$. The mean of $\lambda_2$ over the small tetrahedron is itself proportional to $\mu-e_1$, so the weights carry a fourth power and need $T^4$ times a second function. The count is piecewise cubic; the weights are piecewise quartic.

\section{One level: the kernel and its moments}

Let $\phi_0(x)=1/(1+e^{-x})$, so that $f(e)=\phi_0((\mu-e)/T)$, and define $\phi_k(x)=\int_{-\infty}^x\phi_{k-1}$. For $x<0$, $\phi_0=\sum_{n\ge1}(-1)^{n+1}e^{nx}$, and integrating term by term,
\begin{equation}
\phi_k(x)=\sum_{n\ge1}\frac{(-1)^{n+1}e^{nx}}{n^k}=-\mathrm{Li}_k(-e^x).
\end{equation}
For $x>0$ the polylogarithm is continued by $z\,\partial_z\mathrm{Li}_k=\mathrm{Li}_{k-1}$, which is the same ladder $\phi_k'=\phi_{k-1}$; $\phi_1=\ln(1+e^x)$. The terms alternate and decrease, so for $k\ge1$, $y\ge0$, $0<\phi_k(-y)\le e^{-y}$, and $\phi_k(0)=\eta(k)=\sum(-1)^{n+1}n^{-k}$. With dimensions restored,
\begin{equation}
F_k(e)=T^k\phi_k\!\left(\frac{\mu-e}{T}\right),\qquad \partial_eF_k=-F_{k-1},\qquad \partial_\mu F_k=F_{k-1},\qquad F_0=f .
\end{equation}

Since $f(\infty)=0$, $f(\varepsilon)=\int\theta(E-\varepsilon)\,(-f'(E))\,dE$. Averaging over the tetrahedron, any finite-temperature count or weight is the zero-temperature one at Fermi level $E$, integrated against $-f'(E)$. The basic integral is that of a truncated power $(E-e)_+^k$, equal to $(E-e)^k$ for $E>e$ and zero otherwise. Put $E=e+Tu$, $x=(\mu-e)/T$; then $-f'(E)\,dE=\phi_0'(x-u)\,du$ and
\begin{equation}
\frac1{k!}\int(E-e)_+^k(-f')\,dE=T^kK_k(x),\qquad K_k(x)=\frac1{k!}\int_0^\infty u^k\phi_0'(x-u)\,du .
\end{equation}
Directly, $K_0=\phi_0(x)-\phi_0(-\infty)=\phi_0(x)$. For $k\ge1$, $\partial_x\phi_0'(x-u)=-\partial_u\phi_0'(x-u)$, and integration by parts, with no boundary term, gives $K_k'=K_{k-1}$. Also $K_k(-\infty)=0$. These are the defining properties of $\phi_k$, so
\begin{equation}
\int(E-e)_+^k\,(-f'(E))\,dE=k!\,F_k(e).
\label{kernel}
\end{equation}

The behaviour at large $x$ follows from the moments of the even function $\phi_0'(y)=e^y/(1+e^y)^2$. Let $I(s)=\int\phi_0'(y)e^{isy}dy$. The function has period $2\pi i$, so the line $\mathrm{Im}\,y=2\pi$ gives $e^{-2\pi s}I$. Between the lines lies one pole: at $y=i\pi+z$, $\phi_0'=-1/(4\sinh^2(z/2))=-z^{-2}+O(1)$, and the residue of the integrand is $-is\,e^{-\pi s}$. Thus $I(1-e^{-2\pi s})=2\pi s\,e^{-\pi s}$,
\begin{equation}
I(s)=\frac{\pi s}{\sinh\pi s}=1-\frac{\pi^2s^2}{6}+\frac{7\pi^4s^4}{360}-\dots,
\label{ft}
\end{equation}
where inverting $1+a^2/6+a^4/120$ gave $1/36-1/120=7/360$. Comparing with $1-s^2\overline{y^2}/2+s^4\overline{y^4}/24$ gives $\overline{y^2}=\pi^2/3$, $\overline{y^4}=7\pi^4/15$. Now $k!\,\phi_k(x)=\int(x-y)_+^k\phi_0'\,dy$, and by evenness $k!\,\phi_k(-x)=\int(y-x)_+^k\phi_0'\,dy$. Since $(x-y)^k=(x-y)_+^k+(-1)^k(y-x)_+^k$, the sum $\phi_k(x)+(-1)^k\phi_k(-x)$ is the average of $(x-y)^k/k!$, in which odd moments vanish:
\begin{align}
\phi_2(x)&=\tfrac{x^2}{2}+\tfrac{\pi^2}{6}-\phi_2(-x),\qquad
\phi_3(x)=\tfrac{x^3}{6}+\tfrac{\pi^2x}{6}+\phi_3(-x),\nonumber\\
\phi_4(x)&=\tfrac{x^4}{24}+\tfrac{\pi^2x^2}{12}+\tfrac{7\pi^4}{360}-\phi_4(-x).
\label{inv}
\end{align}
Limit: as $T\to0$, $F_k(e)\to(\mu-e)_+^k/k!$, as \eqref{kernel} requires when $-f'$ becomes a delta function. At $x=0$, $\eta(2)=\pi^2/12$ and $\eta(4)=7\pi^4/720$, while $\eta(3)$ is left undetermined by \eqref{inv}.

\section{Two corners, then four}

On a segment, $\varepsilon=e_1+\lambda(e_2-e_1)$ and $f=-\partial_\varepsilon F_1$, so
\begin{equation}
N=\int_0^1f\,d\lambda=-\frac{F_1(e_2)-F_1(e_1)}{e_2-e_1}.
\end{equation}
For $e_1<\mu<e_2$ and $T\to0$ this is $(\mu-e_1)/(e_2-e_1)$, and for $e_2\to e_1$ it is $f(e_1)$. The average of a first derivative is a first divided difference.

For $n$ distinct nodes define $G[e_1,\dots,e_n]=\sum_iG(e_i)/P_i$, $P_i=\prod_{j\ne i}(e_i-e_j)$. It is symmetric in the nodes and obeys
\begin{equation}
G[e_1,\dots,e_n]=\frac{G[e_2,\dots,e_n]-G[e_1,\dots,e_{n-1}]}{e_n-e_1}.
\label{rec}
\end{equation}
For an inner node the coefficient of $G(e_i)$ on the right is $[(e_i-e_1)-(e_i-e_n)]/[P_i(e_n-e_1)]=1/P_i$; for $i=n$ and $i=1$ the denominator supplies the one missing factor of $P_i$, with the right sign. Now integrate $G^{(n-1)}(\sum\lambda_ie_i)$ over $d\lambda_2\cdots d\lambda_n$. Fix $\lambda_2,\dots,\lambda_{n-1}$, call their contribution to the energy $b$, and let $r=\lambda_1+\lambda_n$. Then $\varepsilon=b+re_1+\lambda_n(e_n-e_1)$, and the integral over $0\le\lambda_n\le r$ is $[G^{(n-2)}(b+re_n)-G^{(n-2)}(b+re_1)]/(e_n-e_1)$. The remaining integrals are those of the $(n-1)$-node problem with nodes $e_2,\dots,e_n$ and $e_1,\dots,e_{n-1}$. The integral thus obeys \eqref{rec} and starts from the segment, so it equals the divided difference (the Hermite--Genocchi formula). The same nesting gives the simplex volume $1/(n-1)!$, hence
\begin{equation}
\langle G'''(\varepsilon)\rangle=6\,G[e_1,e_2,e_3,e_4].
\label{HG}
\end{equation}
The integral is continuous in the nodes for smooth $G$, which defines the divided difference at coincident nodes; $m+1$ equal nodes give $G^{(m)}/m!$.

For the step $\theta(E-\varepsilon)$ take $G=-(E-\varepsilon)_+^3/6$: three derivatives give $-\tfrac16(-1)^3\,6\,\theta=\theta$, and $G''$ is continuous, which is what the proof needs. With $Q_i=\prod_{j\ne i}(e_j-e_i)=(-1)^3P_i$,
\begin{equation}
n(E)=\sum_i\frac{(E-e_i)_+^3}{Q_i}.
\label{n0}
\end{equation}
This is a sum of one-corner terms. For $E$ above all corners $n=1$ because $G'''=1$ throughout. Applying \eqref{kernel} term by term, and then $\partial_\mu$,
\begin{equation}
N=6T^3\sum_i\frac{\phi_3(x_i)}{Q_i}=-6F_3[e_1,..,e_4],\qquad
D=\frac{\partial N}{\partial\mu}=6T^2\sum_i\frac{\phi_2(x_i)}{Q_i}.
\label{N}
\end{equation}
The same $N$ follows from \eqref{HG} with $G=-F_3$, since $G'''=-(-1)^3F_0=f$. Limit: four equal energies give $-6\,(-f)/3!=f(e)$.

\section{Corner weights from the grand potential}

The grand potential of one level is $\omega=-T\ln(1+e^x)=-F_1$, with $d\omega/d\varepsilon=f$. Since $F_4'''=-F_1$, \eqref{HG} gives $\Omega=\langle\omega\rangle=6F_4[e_1,..,e_4]$. Because $\partial\varepsilon/\partial e_i=\lambda_i$,
\begin{equation}
w_i=\langle\lambda_if\rangle=\frac{\partial\Omega}{\partial e_i}=6\,F_4[e_1,e_2,e_3,e_4,e_i].
\label{w}
\end{equation}
The last step is \eqref{rec} with $e_i$ and a copy $e_i'$ as the end nodes: the five-node difference is a difference quotient of the four-node one, and $e_i'\to e_i$ gives the derivative. To write it out, differentiate $\sum_jF_4(e_j)/P_j$. The term $j=i$ gives $-F_3(e_i)/P_i$ from the numerator and $-F_4(e_i)P_i^{-1}\sum_{j\ne i}(e_i-e_j)^{-1}$ from $1/P_i$. For $j\neq i$, $1/P_j$ contains $(e_j-e_i)^{-1}$, whose derivative is $+(e_j-e_i)^{-2}$. So
\begin{equation}
w_i=6\left\{-\frac{F_3(e_i)}{P_i}-\frac{F_4(e_i)}{P_i}\sum_{j\ne i}\frac1{e_i-e_j}+\sum_{j\ne i}\frac{F_4(e_j)}{P_j\,(e_j-e_i)}\right\}.
\label{wx}
\end{equation}
Both $\mathrm{Li}_3$ and $\mathrm{Li}_4$ appear, with the powers $T^3$ and $T^4$ found at the start. Limits: $\sum_i\partial_{e_i}$ is a common shift, which replaces $F_4$ by $F_4'=-F_3$, so $\sum_iw_i=N$; five equal nodes give $6F_4^{(4)}/4!=f/4$. When only some corners coincide, \eqref{wx} is singular term by term, and \eqref{w} is evaluated by \eqref{rec} with $(-1)^mF_{4-m}/m!$ for $m+1$ equal nodes.

The band energy is $U=\langle\varepsilon f\rangle=\sum_iw_ie_i$. From $\partial_TF_4=4T^3\phi_4-T^3x\phi_3=[4F_4-(\mu-e)F_3]/T$,
\begin{equation}
S=-\frac{\partial\Omega}{\partial T}=-\frac6T\sum_i\frac{4F_4(e_i)-(\mu-e_i)F_3(e_i)}{P_i}.
\end{equation}
For one level $s=-\partial_T\omega=\phi_1-xf$, so $\omega=(\varepsilon-\mu)f-Ts$, and on averaging $\Omega=U-TS-\mu N$.

\paragraph{Numbers.} Take the round model values $e=(-6,-2,1,5)\times10^{-3}$ Ha, $\mu=0$, $T=10^{-3}$ Ha (about 316 K). Then $x_i=(6,2,-1,-5)$ and $Q_i=(308,-84,84,-308)\,T^3$; for instance $Q_1=4\cdot7\cdot11$. With $\phi_3(x_i)=45.872082$, $4.756334$, $0.352565$, $0.006732$,
\begin{align}
N&=6\left(\tfrac{45.872082}{308}-\tfrac{4.756334}{84}+\tfrac{0.352565}{84}-\tfrac{0.006732}{308}\right)\nonumber\\
&=0.893612-0.339738+0.025183-0.000131=0.578926 .
\end{align}
For $w_1$, in units of $T$: $P_i=(-308,84,-84,308)$, $\sum_{j\neq1}(e_1-e_j)^{-1}=-(\tfrac14+\tfrac17+\tfrac1{11})=-\tfrac{149}{308}$, and $\phi_4(x_i)=85.500400$, $5.716381$, $0.359973$, $0.006735$:
\begin{align}
w_1&=6\left\{\tfrac{45.872082}{308}-\tfrac{85.500400\cdot149}{308^2}+\tfrac{5.716381}{84\cdot4}-\tfrac{0.359973}{84\cdot7}+\tfrac{0.006735}{308\cdot11}\right\}\nonumber\\
&=6\{0.148935-0.134293+0.017013-0.000612+0.000002\}=0.18627 .
\end{align}
The four weights are $0.186272$, $0.160464$, $0.132869$, $0.099321$ and add up to $N$. Further $D=155.71$ Ha$^{-1}$, $U=-8.0909\times10^{-4}$ Ha, $S=0.47377$, and $U-TS=(-8.0909-4.7377)\times10^{-4}=-1.28286\times10^{-3}$ Ha $=\Omega$. The numerical check tests these closed forms against quadrature over the simplex, $N$, $D$, $\Omega$ and the form \eqref{w} of $w_i$ also for random and degenerate corners, and tests $N$ and $w_i$ against a numerical convolution of weights obtained by cutting the tetrahedron geometrically.

\section{Cooling with $\mu$ between corners}

Order $e_1<e_2<e_3<e_4$, write $e_{ij}=e_i-e_j$, and let $\mu$ differ from every corner. At $T=0$, $F_3\to d_i^3/6$, $F_4\to d_i^4/24$ with $d_i=(\mu-e_i)_+$. Then \eqref{N} becomes \eqref{n0}. In the window $e_1<\mu<e_2$ only $d_1=d$ survives, $-P_1=e_{21}e_{31}e_{41}$, and \eqref{wx} gives
\begin{equation}
w_j^0=\frac n4\frac{d}{e_{j1}}\ (j\ne1),\qquad w_1^0=\frac n4\Big[4-d\sum_{j\ne1}\frac1{e_{j1}}\Big],\qquad n=\frac{d^3}{e_{21}e_{31}e_{41}}.
\end{equation}
Geometry agrees: the occupied tetrahedron has $\lambda_j=d/e_{j1}$ at one of its four vertices and zero at the others, and a linear function averages to the mean of its vertex values. The program tests the limit against the geometric cut for random corners and $\mu$.

At small $T$, use \eqref{inv} for corners below $\mu$. For every corner,
\begin{align}
F_3&=\tfrac{d^3}{6}+\tfrac{\pi^2T^2}{6}d+T^3\phi_3(-|x|),\nonumber\\
F_4&=\tfrac{d^4}{24}+\tfrac{\pi^2T^2}{6}\tfrac{d^2}{2}+\tfrac{7\pi^4T^4}{360}\theta(x)-\mathrm{sgn}(x)\,T^4\phi_4(-|x|).
\end{align}
The coefficients $d$, $d^2/2$ and $\theta$ are the second and fourth $\mu$-derivatives of the zero-temperature terms, and \eqref{N}, \eqref{wx} are linear in the $F_k$ with coefficients free of $\mu$. Therefore, exactly,
\begin{align}
N&=n+\tfrac{\pi^2T^2}{6}n''+R,\qquad R=6T^3\sum_i\frac{\phi_3(-|x_i|)}{Q_i},\qquad |R|\le6T^3\sum_i\frac{e^{-|x_i|}}{|Q_i|},\nonumber\\
w_i&=w_i^0+\tfrac{\pi^2T^2}{6}w_i^{0\,\prime\prime}+\tfrac{7\pi^4T^4}{360}w_i^{0\,\prime\prime\prime\prime}+R_i ,
\label{som}
\end{align}
where $R_i$ is \eqref{wx} evaluated on the last terms of $F_3$ and $F_4$. The Sommerfeld series terminates because the integrand is locally a polynomial; the remainders are exponentially small in the distance to the nearest corner over $T$, and no power series in $T$ sees them.

In the example $n=216/308-8/84=0.606061$ and $n''=6(6/308-2/84)\times10^6=-2.5974\times10^4$ Ha$^{-2}$. At $T=10^{-3}$ Ha, $N=0.60606-0.04273+0.01559$: the remainder, with bound $0.0361$, is over a third of the $T^2$ term, because corner 3 has $|x_3|=1$. For the weights the truncated series misses by as much as $0.034$, while the plain $T=0$ weights $(0.20431,0.17852,0.13441,0.08883)$ miss by at most $0.018$; with $|x_3|=1$ the polynomial part of \eqref{som} raises the largest weight error, although for $N$ the $T^2$ term still lowers the error from $0.027$ to $0.016$. At $T=5\times10^{-4}$ Ha, where $|x_3|=2$, it misses by $1.35\times10^{-3}$, against $7.3\times10^{-3}$ for the $T=0$ weights. On cooling to $5$, $2.5$ and $1\times10^{-4}$ Ha, $R$ falls to $1.0\times10^{-3}$, $2.0\times10^{-5}$ and $3.2\times10^{-9}$. The last value is the first series term of corner 3 alone, $6\times10^{-12}e^{-10}/(84\times10^{-9})=3.24\times10^{-9}$, which is why it nearly meets the bound. There $N=0.605633$, and its distance from $n$ is the $T^2$ term $-4.273\times10^{-4}$.

For the linearly interpolated band, the occupied fraction and corner weights have closed forms in $\phi_3$ and $\phi_4$, and with $\mu$ away from every corner their Sommerfeld series terminates, up to exponentially small remainders. What remains is the case of $\mu$ on a corner, the loss of digits in narrow tetrahedra, and the interpolation error over a whole zone.

Numerical values quoted here were computed with a short program.
